\section*{Kane Overlap and Mass in Ionised-Impurity Mobility of Narrow-Gap Semiconductors}

\section{Definitions and conventions}

Energies $E$ are measured upward from the conduction-band edge, $e>0$ is the elementary charge, and $\varepsilon$ is the static permittivity of the crystal. The gap is $E_g$ and the spin-orbit splitting of the valence band is $\Delta$. The momentum coupling $P$ has the dimension of energy times length. The electron density is $n$, and $N_i$ is the density of ions of charge $Ze$. At the Fermi level, $k$ is the wave number, $v$ the speed and $m=\hbar k/v$ the mass that enters transport; $m_0^*$ is its band-edge value. The free-electron mass is $m_e$. The scattering angle is $\theta$, and
\begin{equation}
u=\sin^2(\theta/2),\qquad \cos\theta=1-2u,\qquad \sin^2\theta=4u(1-u).
\end{equation}

The band model couples one $s$ orbital to three $p$ orbitals, each with two spin states. The free-electron term and remote bands are left out. Without remote bands the conduction band is isotropic. Electrons are degenerate, and ions scatter independently in the Born approximation with Thomas--Fermi screening. Their potential varies slowly over a unit cell, so its matrix element is the Fourier component $V(q)$ times the overlap of the cell-periodic states.

For $Z^2N_i=n$ the mobility falls as density grows: the mass rises, and the screening wave number shrinks relative to the electron wave number. If $N_i$ is held fixed instead, the mobility can rise with $n$. The overlap factor reduces backscattering and raises the mobility; in the InSb case below it recovers part of what the heavier mass takes away.

\section{Conduction states}

Let $\psi$ be the two-component spinor multiplying $|iS\rangle$, and $\varphi_i$ those multiplying $|X\rangle,|Y\rangle,|Z\rangle$. With this phase of the $s$ orbital the coupling is real:
\begin{align}
E\psi&=P\sum_i k_i\varphi_i,\\
E\varphi_i&=Pk_i\psi+\sum_j(H_p)_{ij}\varphi_j .
\end{align}
The $p$ block is $H_p=-(E_g+\Delta/3)+(\Delta/3)\Lambda$, where $\Lambda$ is the product of orbital angular momentum (in units of $\hbar$) and the Pauli vector. Since $\Lambda_{ij}=-i\sum_l\epsilon_{ijl}\sigma_l$ and $\sigma_i\sigma_j=\delta_{ij}+i\sum_l\epsilon_{ijl}\sigma_l$,
\begin{equation}
\Lambda_{ij}=\delta_{ij}-3Q_{ij},\qquad Q_{ij}=\sigma_i\sigma_j/3 .
\end{equation}
Because $\sum_j\sigma_j\sigma_j=3$, $Q^2=Q$, so $Q$ is a projector. On its range $\Lambda=-2$ and $H_p=-E_g-\Delta$, the split-off level. On the complement $\Lambda=1$ and $H_p=-E_g$.

Define
\begin{equation}
\alpha=\frac1{E+E_g},\quad \alpha'=\frac1{E+E_g+\Delta},\quad \beta=\frac{\alpha'-\alpha}{3}.
\end{equation}
The inverse of $E-H_p$ is $\alpha(1-Q)+\alpha'Q$, hence
\begin{equation}
\varphi_i=P\left[\alpha k_i+\beta\sigma_i(\boldsymbol\sigma\cdot\mathbf k)\right]\psi. \label{p}
\end{equation}
Inserting this in the $s$ equation and using $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$ gives
\begin{equation}
E=P^2k^2f(E),\qquad f=\alpha+\beta=\frac{2\alpha+\alpha'}3. \label{disp}
\end{equation}
As $k\to0$, $E\to P^2k^2f(0)$, so $P^2=\hbar^2/[2m_0^*f(0)]$.

\section{Overlap and backscattering}

Write $\psi=a\chi$ with $\chi$ normalised. The overlap matrix between spinors at $\mathbf k$ and $\mathbf k'$, of equal length, follows from (\ref{p}):
\begin{align}
M={}&a^2\Big\{1+P^2\sum_i[\alpha k_i'+\beta(\boldsymbol\sigma\cdot\mathbf k')\sigma_i]\nonumber\\
&\hspace{18mm}\times[\alpha k_i+\beta\sigma_i(\boldsymbol\sigma\cdot\mathbf k)]\Big\}\nonumber\\
={}&a^2\big\{1+P^2[\alpha^2\mathbf k'\cdot\mathbf k\nonumber\\
&\quad+(2\alpha\beta+3\beta^2)(\boldsymbol\sigma\cdot\mathbf k')(\boldsymbol\sigma\cdot\mathbf k)]\big\}.
\end{align}
The two cross terms give $2\alpha\beta$, and $\sum_i\sigma_i\sigma_i=3$ gives $3\beta^2$. Their sum is
\begin{equation}
\beta(2\alpha+3\beta)=\frac{(\alpha'-\alpha)(\alpha'+\alpha)}3=-\frac{\alpha^2-\alpha'^2}3 .
\end{equation}
Also $(\boldsymbol\sigma\cdot\hat{\mathbf k}')(\boldsymbol\sigma\cdot\hat{\mathbf k})=\cos\theta+i\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k})$. With
\begin{align}
L&=a^2P^2k^2\,\frac{2\alpha^2+\alpha'^2}3,\\
S&=a^2P^2k^2\,\frac{\alpha^2-\alpha'^2}3,
\end{align}
normalisation at $\theta=0$ reads $a^2+L=1$. Thus $L$ is the $p$ weight, and
\begin{equation}
M=1-L+L\cos\theta-iS\boldsymbol\sigma\cdot(\hat{\mathbf k}'\times\hat{\mathbf k}).
\end{equation}
The spin-independent part is $A=1-2Lu$, and the vector multiplying $-i\boldsymbol\sigma$ has length $S\sin\theta$. In $MM^\dagger$ the terms linear in $\boldsymbol\sigma$ cancel, leaving $G$ times the unit matrix:
\begin{equation}
G=(1-2Lu)^2+4S^2u(1-u). \label{G}
\end{equation}
This is the probability summed over final spin. An unpolarised distribution therefore stays unpolarised in this approximation. Since $G$ is the squared length of a normalised state projected on the final doublet, $G\le1$.

At $\theta=\pi$ the spin term vanishes and $G(\pi)=(1-2L)^2$. By (\ref{p}) the $p$ part is odd in $\mathbf k$ while the $s$ part is even. Reversing $\mathbf k$ thus turns the sum of weights $(1-L)+L$ into the difference $(1-L)-L$. This interference is the suppression by $s$--$p$ mixing.

The same quantity is fixed by the dispersion. From $d\alpha/dE=-\alpha^2$ and its counterpart for $\alpha'$, $L/a^2=-P^2k^2f'(E)=-Ef'/f$. Differentiating the logarithm of (\ref{disp}) gives
\begin{equation}
\frac{d\ln E}{d\ln k}\left(1-\frac{Ef'}f\right)=2 .
\end{equation}
The bracket is $1+L/a^2=1/a^2$, so
\begin{align}
\frac{d\ln E}{d\ln k}&=2a^2,\qquad m=\frac{\hbar^2k^2}{2a^2E}, \label{mass}\\
G(\pi)&=(2a^2-1)^2=\left(\frac{d\ln E}{d\ln k}-1\right)^2. \label{back}
\end{align}
A quadratic band gives $G(\pi)=1$, and the approach to a linear band gives $G(\pi)\to0$. Equation (\ref{back}) belongs to this model, with $E$ counted from the band edge.

\section{Transport rate and mobility}

The density of states of both spins is $D=k^2/(\pi^2\hbar v)=mk/(\pi^2\hbar^2)$. Thomas--Fermi screening gives $q_s^2=e^2D/\varepsilon$, or
\begin{equation}
\eta=\frac{q_s^2}{4k^2}=\frac{e^2m}{4\pi^2\hbar^2\varepsilon k}. \label{eta}
\end{equation}
Since $q=2k\sin(\theta/2)$, $q^2=4k^2u$ and
\begin{equation}
|V(q)|=\frac{Ze^2}{\varepsilon(q^2+q_s^2)}=\frac{Ze^2}{4\varepsilon k^2(u+\eta)} .
\end{equation}

In a weak field $\mathbf F$ the change of the distribution is proportional to $\mathbf F\cdot\hat{\mathbf k}$. Scattering is elastic and depends on $\theta$ alone. Averaging $\hat{\mathbf k}'$ over azimuth about $\hat{\mathbf k}$ leaves $\hat{\mathbf k}\cos\theta$, so this form solves the linearised Boltzmann equation with weight $1-\cos\theta=2u$. Since $G$ already contains the sum over final spin, the final states are counted by one sum over momentum, without a further spin factor. The energy delta function leaves $k^2/(8\pi^3\hbar v)$ per solid angle, and $d\Omega=4\pi\,du$ after the azimuthal integral:
\begin{align}
\frac1\tau&=\frac{2\pi N_i}\hbar\,\frac{k^2}{8\pi^3\hbar v}\int_0^1\!4\pi\,du\,(2u)\,G|V|^2\nonumber\\
&=\frac{N_iZ^2e^4}{8\pi\varepsilon^2\hbar^2vk^2}\,\Phi,\\
\Phi&=\int_0^1\frac{uG}{(u+\eta)^2}\,du. \label{phi}
\end{align}
The conductivity at low temperature is $e^2Dv^2\tau/3$. With $k^3=3\pi^2n$ it equals $ne^2\tau/m$, so $\mu=e\tau/m$. Substituting $v=\hbar k/m$ and then $k^3=3\pi^2n$,
\begin{equation}
\boxed{\mu=\frac{24\pi^3\hbar^3\varepsilon^2}{e^3m^2\Phi}\,\frac n{Z^2N_i}} \label{mu}
\end{equation}

For implementation, expand (\ref{G}) as $G=1-4(L-S^2)u+4(L^2-S^2)u^2$. Then
\begin{equation}
\Phi=I_1-4(L-S^2)I_2+4(L^2-S^2)I_3, \label{closed}
\end{equation}
where $I_j=\int_0^1u^j(u+\eta)^{-2}du$. Setting $w=u+\eta$, expanding $(w-\eta)^j/w^2$ and integrating from $\eta$ to $1+\eta$ gives, with $\lambda=\ln(1+1/\eta)$,
\begin{align}
I_1&=\lambda-\frac1{1+\eta},\\
I_2&=1-2\eta\lambda+\frac\eta{1+\eta},\\
I_3&=\frac12-2\eta+3\eta^2\lambda-\frac{\eta^2}{1+\eta}.
\end{align}
For large $\eta$ these sums cancel strongly: $I_3$ tends to $1/(4\eta^2)$ although some of its terms grow as $\eta$. Direct quadrature of (\ref{phi}) is then safer.

To find the energy at given $k$, solve $E-P^2k^2f(E)=0$. The left side increases with $E$, because $f$ decreases. It is negative at zero and positive at $E=Pk$, since $f(E)<1/E$. The interval $(0,Pk)$ therefore contains the one positive root. Equations (\ref{mass}), (\ref{eta}), (\ref{closed}) and (\ref{mu}) then give the mobility.

\section{What the mass does}

Consider first a change of $m$ at fixed $k$, $L$, $S$ and ion density. This separates causes, though a real Kane band changes them together. A larger $m$ also increases $\eta$. From (\ref{phi}),
\begin{equation}
\frac{\partial\ln\Phi}{\partial\ln\eta}=-2\left\langle\frac\eta{u+\eta}\right\rangle,
\end{equation}
where the average has weight $uG/(u+\eta)^2$. As $\eta\propto m$,
\begin{equation}
\frac{\partial\ln(m^2\Phi)}{\partial\ln m}=2-2\left\langle\frac\eta{u+\eta}\right\rangle>0 .
\end{equation}
Stronger screening offsets part of the heavier mass but cannot reverse its effect.

\subsection{Large spin-orbit splitting}

For $\Delta\to\infty$, $\alpha'\to0$ and (\ref{disp}) becomes $E(E+E_g)=2P^2k^2/3$. The ratio $L/a^2$ is $E/(E+E_g)$, so
\begin{equation}
L=\frac E{2E+E_g},\quad S=\frac L2,\quad R\equiv\frac m{m_0^*}=1+\frac{2E}{E_g}.
\end{equation}
The last result follows by putting $a^2=(E+E_g)/(2E+E_g)$ in (\ref{mass}). Hence $1-2L=1/R$ and
\begin{equation}
G(\pi)=(m_0^*/m)^2 .
\end{equation}
Since $2L=1-1/R$ and $2RS=(R-1)/2$,
\begin{equation}
R^2G=[R(1-u)+u]^2+\frac{(R-1)^2}4u(1-u). \label{cancel}
\end{equation}
At $u=1$ this equals one: the overlap cancels the factor $m^2$ for exact backscattering. At smaller angles the cancellation is incomplete, and the mass wins.

This proves the fall of mobility with density for $Z^2N_i/n$ fixed. Neither term in (\ref{cancel}) decreases with $R$. Squaring $R$ and using the dispersion gives $R^2=1+2\hbar^2k^2/(m_0^*E_g)$, so $R$ rises with $k$ while $(R/k)^2=k^{-2}+2\hbar^2/(m_0^*E_g)$ falls. Thus $\eta\propto R/k$ falls, $1/(u+\eta)^2$ rises, and $m^2\Phi$ grows. For the finite $\Delta$ used below, the same fall was found numerically at 80 successive wave numbers from $0.03$ to $5\,\mathrm{nm^{-1}}$; the proof above does not cover that case.

\subsection{Parabolic and linear limits}

At the band edge $L=S=0$ and $\Phi=I_1$. The mass is constant, but $\eta\propto1/k$, so $I_1$ grows with $k$ and the mobility with $N_i\propto n$ still falls. Where $\eta\ll1$, as in the case below, the fall is slow, through the logarithm in $I_1$. For $\eta\gg1$ the formula gives $I_1\to1/(2\eta^2)$ and a mobility falling as $n^{-2/3}$, but this is only a formal limit: at such low densities the Born approximation fails and donors bind their electrons, so there is no degenerate metal to which it could apply. A falling mobility alone is therefore no proof of a growing mass.

For finite $\Delta$ and $E\gg E_g,\Delta$, $E\to Pk$, $v\to P/\hbar$ and $m\to\hbar^2k/P$. Also $L\to1/2$, $S\to0$ and $G\to(1-u)^2$. Equation (\ref{eta}) tends to the constant $e^2/(4\pi^2\varepsilon P)$, so $\Phi$ is constant and
\begin{align}
\mu&\propto k^{-2}\propto n^{-2/3}&&(N_i\propto n),\\
\mu&\propto n\,k^{-2}\propto n^{1/3}&&(N_i\text{ fixed}).
\end{align}
These are limits of the model equations; other bands intervene in a crystal long before they are reached.

\section{Worked case: n-type InSb at 77 K}

The inputs are rough typical values: $E_g=0.23$ eV, $\Delta=0.80$ eV, $m_0^*=0.014\,m_e$ and relative permittivity 17. They give $P=0.919$ eV nm. Take $Z=1$ and $n=N_i=10^{18}\,\mathrm{cm^{-3}}=10^{-3}\,\mathrm{nm^{-3}}$. Then
\begin{equation}
k=(3\pi^2\times10^{-3})^{1/3}=0.3094\ \mathrm{nm^{-1}} .
\end{equation}
The root of (\ref{disp}) is $E_F=0.1606$ eV. There $a^2=0.7287$, $L=0.2713$, $S=0.1149$ and $m=0.03116\,m_e$. The backscattering factor is
\begin{equation}
G(\pi)=(1-2\times0.2713)^2=0.209,
\end{equation}
close to the large-splitting estimate $(0.014/0.03116)^2=0.202$.

The screening length is 8.56 nm and $\eta=0.03564$. The integrals are $I_1=2.404$, $I_2=0.794$ and $I_3=0.440$, so
\begin{align}
\Phi&=2.404-4(0.2581)(0.794)\nonumber\\
&\quad+4(0.0604)(0.440)=1.690 .
\end{align}
The prefactor in (\ref{mu}) is $5.97\ \mathrm{m^2/Vs}$, hence
\begin{equation}
\mu=\frac{5.97}{1.690}=3.53\ \mathrm{m^2/Vs}=35\,300\ \mathrm{cm^2/Vs} .
\end{equation}
An angular integral with eigenvectors of the explicit eight-band matrix and an oblique field gives the same value, 35\,310 $\mathrm{cm^2/Vs}$. It tests the algebra, not the physical assumptions shared by both calculations.

\subsection{Separating the effects}

In the table, $\mu_A$ uses the edge mass and $G=1$; $\mu_B$ uses the Kane mass and $G=1$; $\mu_C$ adds the Kane overlap. All have $N_i=n$ and are in $\mathrm{cm^2/Vs}$.

\begin{center}
\begin{tabular}{cccccc}
$n$ (cm$^{-3}$)&$m/m_e$&$G(\pi)$&$\mu_A$&$\mu_B$&$\mu_C$\\
$10^{17}$&0.0192&0.533&121\,000&73\,300&88\,600\\
$10^{18}$&0.0312&0.209&93\,400&24\,800&35\,300\\
$10^{19}$&0.0598&0.064&75\,500&6\,450&10\,300
\end{tabular}
\end{center}

From $10^{17}$ to $10^{19}\,\mathrm{cm^{-3}}$, $\mu_A$ falls by a factor 1.6 with the mass held fixed, $\mu_B$ by 11.4, and $\mu_C$ by 8.6. The growing mass thus causes most of the fall. The gain from overlap, $\mu_C/\mu_B$, rises from 1.21 to 1.59. At $10^{18}\,\mathrm{cm^{-3}}$ the squared mass alone would multiply $\mu_A$ by 0.202; the actual $\mu_B/\mu_A$ is 0.266, because the heavier mass strengthens screening.

At that density, angles above $90^\circ$ supply 26.1\% of momentum relaxation for $G=1$ and 14.3\% with the Kane overlap. Multiplication by the respective $\Phi$ values gives backward contributions of 0.63 and 0.24. The total reduction of $\Phi$ is 0.71, so about 54\% comes from the backward hemisphere. The rest comes from angles below $90^\circ$: reduced backscattering is the largest part of the gain, but not all of it.

If $N_i$ is instead held at $10^{17}\,\mathrm{cm^{-3}}$, the mobility rises from 88\,600 to about 1.03 million $\mathrm{cm^2/Vs}$ over the same range of $n$. This comparison assumes that the charge balancing the added electrons does not scatter them. Its upper end describes ion scattering alone and is no forecast for a device.

\subsection{Limits of the model and the real material}

The following factors multiply the mobility when one omitted effect is restored at a time, at fixed $n$ and $N_i$.

\begin{center}
\begin{tabular}{lccc}
Effect&$10^{17}$&$10^{18}$&$10^{19}$ cm$^{-3}$\\
Thermal smearing&1.048&1.002&1.000\\
Screening at finite $q$&0.974&0.981&0.983\\
Beyond Born&0.929&0.950&0.957\\
Free-electron term&1.011&1.033&1.079
\end{tabular}
\end{center}

The finite-$q$ estimate uses the Lindhard shape of a parabolic band. It understates the loss of mobility. With the Kane dispersion and the overlap of the Kane states, which weakens intraband screening further, the factor is about 0.95 at all three densities. The filled conduction states also block interband transitions and so lower the permittivity; with this included the factors are about 0.95, 0.935 and 0.91. The Born correction uses partial waves for an attractive screened ion, with scalar mass $m$ and $G=1$. It too understates the loss: the second-order Born term taken with the eight-band states gives about 0.91, 0.93 and 0.93. The free-electron estimate refits $P$ to the same edge mass. An unscreened, quasi-elastic estimate for polar optical phonons, without overlap, gives rates of 4.7\%, 2.3\% and 1.1\% of the ion rate for an electron exactly at the Fermi level. With $x$ the phonon energy divided by the thermal energy, here 3.6, these rates contain the factor $2/\sinh x$. Averaging over the thermal window around the Fermi level replaces it by $x/[2\sinh^2(x/2)]$, which is 1.9 times larger, so the averaged rates are about 8.9\%, 4.3\% and 2.2\%. At $10^{17}\,\mathrm{cm^{-3}}$ the phonon energy is half the Fermi energy, the quasi-elastic assumption fails, and the loss is nearer 13\%. If these corrections are treated as independent, their product at $10^{18}\,\mathrm{cm^{-3}}$, with the averaged phonon rate included, is about 0.92 with the tabulated factors. With the Kane-band values for screening and for the Born correction it is about 0.86 to 0.87, or $30\,000$ to $31\,000\ \mathrm{cm^2/Vs}$. This is an error estimate, not a consistent higher-order calculation.

For heavily doped n-type InSb at low temperature, mobilities of order $10^4\ \mathrm{cm^2/Vs}$ are a realistic scale; this is a rough figure. A density of $10^{19}\,\mathrm{cm^{-3}}$ is high for this material, and with a rough L-valley energy of 0.7 eV the Fermi level lies only 0.25 eV below those valleys. Real crystals also contain acceptors. If singly charged acceptors number a fraction $K$ of the donors, $n=(1-K)N_D$ while $N_i=(1+K)N_D$, where $N_D$ is the donor density. For $K=0.2$, $N_i/n=1.5$, and (\ref{mu}) lowers the result at $n=10^{18}\,\mathrm{cm^{-3}}$ from 35\,300 to 23\,500 $\mathrm{cm^2/Vs}$. Compensation can therefore matter more than the corrections sized above. Ion correlations, short-range core potentials and band warping are not sized here. The remaining densities and digits are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
InSb, rough inputs: gap 0.23 eV, splitting 0.80 eV
edge mass 0.014 m_e, static permittivity 17.0, T 77 K
LO phonon 0.024 eV, high-freq. permittivity 15.7
coupling P = 0.9190 eV nm, kT = 0.00664 eV
Worked case n = N_i = 1e18 cm^-3:
 k_F = 0.3094 1/nm, E_F = 0.1606 eV
 m_F = 0.03116 m_e, v_F = 1.149e+06 m/s
 s weight = 0.7287, L = 0.2713, S = 0.1149
 eta = 0.03564, screening length = 8.562 nm
 G(90 deg) = 0.5443, G(180 deg) = 0.2093
 (m_edge/m_F)^2 = 0.2019 (large-splitting estimate)
 Phi with overlap = 1.6903, with G=1: 2.4038
 mobility = 35310 cm2/Vs = 3.5310 m2/Vs
 mobility by eight-band angular integral = 35310 cm2/Vs
Mobility in cm2/Vs; A: edge mass, G=1; B: Kane mass, G=1;
C: Kane mass and overlap; D: as C but N_i fixed at 1e17 cm^-3
n(cm^-3)  E_F(eV) m_F/m_e  G(180)     A      B      C       D
1e+17   0.0473  0.01922  0.5330 121444  73268  88579   88579
3e+17   0.0870  0.02348  0.3600 106332  45814  59979  179938
1e+18   0.1606  0.03116  0.2093  93369  24829  35310  353097
3e+18   0.2682  0.04200  0.1203  83918  13315  20140  604202
1e+19   0.4515  0.05982  0.0642  75474   6447  10267 1026711
Share of momentum relaxation from angles above 90 deg (percent):
 n = 1e+17 cm^-3: G=1 28.4, Kane overlap 22.3
 n = 1e+18 cm^-3: G=1 26.1, Kane overlap 14.3
 n = 1e+19 cm^-3: G=1 25.2, Kane overlap 9.5
Neglected effects, as factor on mobility (last: rate ratio):
n(cm^-3) thermal Lindhard beyond-Born free-term LO/ion-rate
1e+17   1.048   0.974    0.929       1.011     0.0467
1e+18   1.002   0.981    0.950       1.033     0.0227
1e+19   1.000   0.983    0.957       1.079     0.0113
L valleys (rough 0.7 eV) above E_F at 1e19 cm^-3: 0.25 eV
Linear-band exponents of mobility in n:
 N_i = n: -0.6667; N_i fixed: 0.3333
\end{verbatim}
